# Vector Mean Free Paths from Random Multi-Collision Electron Histories

An electron in a cobalt interconnect flies a few nanometres, is deflected by a phonon or a defect, flies on, and is deflected again. If each collision turned it into a completely random direction, one flight would be all that its initial velocity contributed to transport. Many collisions turn it through a moderate angle, however, and the next flight still carries it partly forward. How far does the electron travel, on average, along its initial direction before that direction is forgotten? Together with the Fermi surface, this distance sets the resistivity, and it can be found by following random histories and averaging their displacements.

## A metal with two directions

Let an electron move only to the right (+) or to the left (−). Every flight has length $\lambda$. At each collision it keeps its direction with probability $3/4$ and reverses with probability $1/4$. The mean cosine of the scattering angle is

$$g=\tfrac34(+1)+\tfrac14(-1)=\tfrac12 .$$

Start to the right and follow three flights, with two collisions between them. There are four histories:

- $+++$: probability $\frac34\cdot\frac34=\frac9{16}$, displacement $3\lambda$.
- $++-$: probability $\frac34\cdot\frac14=\frac3{16}$, displacement $\lambda$.
- $+--$: probability $\frac14\cdot\frac34=\frac3{16}$, displacement $-\lambda$.
- $+-+$: probability $\frac14\cdot\frac14=\frac1{16}$, displacement $\lambda$.

The mean displacement is

$$\frac{9\cdot3+3\cdot1-3\cdot1+1\cdot1}{16}\,\lambda=\frac{28}{16}\lambda=1.75\,\lambda .$$

The same number follows flight by flight. The first flight contributes $\lambda$, the second $g\lambda=\lambda/2$ and the third $g^2\lambda=\lambda/4$. With more flights the sum approaches $2\lambda$.

The limit can also be found without a sum. Let $\Lambda_+$ be the total mean displacement after a start to the right, and $\Lambda_-$ that after a start to the left. After the first flight and collision, the electron is again at the start of a history, so

$$\Lambda_+=\lambda+\tfrac34\Lambda_++\tfrac14\Lambda_- .$$

By mirror symmetry $\Lambda_-=-\Lambda_+$. Hence $\Lambda_+=\lambda+\frac12\Lambda_+$, which gives $\Lambda_+=2\lambda=\lambda/(1-g)$.

## Why transport needs this displacement

Consider states $i$ on a Fermi surface, with velocities $\mathbf v_i$, and elastic scattering at rate $W_{ij}$ from $i$ to $j$. For states of equal weight, detailed balance at equal energy means $W_{ij}=W_{ji}$. The Pauli factors then cancel from the net rate out of $i$ into $j$:

$$W_{ij}f_i(1-f_j)-W_{ji}f_j(1-f_i)=W_{ij}(f_i-f_j).$$

The electron has charge $-e$. In a weak, uniform, steady field $\mathbf E$, the Boltzmann equation to first order in the field is

$$-e\,\mathbf E\cdot\mathbf v_i\,\frac{\partial f_0}{\partial\varepsilon}=-\sum_jW_{ij}(f_i-f_j).$$

The left side is the force $-e\mathbf E$ acting on the equilibrium distribution $f_0$, whose gradient in $\mathbf k$ is $\hbar\mathbf v\,\partial f_0/\partial\varepsilon$. Write the unknown distribution as

$$f_i=f_0+e\,\mathbf E\cdot\boldsymbol\Lambda_i\,\frac{\partial f_0}{\partial\varepsilon}.$$

Since $f_0$ and its derivative are the same for all states of one energy, they drop out of the difference except for a common factor. Cancelling $-e\,\partial f_0/\partial\varepsilon$, and using the fact that $\mathbf E$ may have any direction, we get

$$\sum_jW_{ij}(\boldsymbol\Lambda_i-\boldsymbol\Lambda_j)=\mathbf v_i .$$

Now define the mean time between collisions by $1/\tau_i=\sum_jW_{ij}$, and the probability that a collision leads to $j$ by $P_{ij}=\tau_iW_{ij}$. Multiplication by $\tau_i$ gives

$$\boldsymbol\Lambda_i=\mathbf v_i\tau_i+\sum_jP_{ij}\boldsymbol\Lambda_j .$$

This is the two-direction equation in general form: one mean flight, plus the displacement expected from the state reached next. The vector $\boldsymbol\Lambda_i$ is the vector mean free path.

Inserting the equation into itself $N$ times gives

$$\boldsymbol\Lambda=\sum_{n=0}^{N-1}P^n(\mathbf v\tau)+P^N\boldsymbol\Lambda .$$

The entry $(P^n)_{ij}$ is the probability of being in $j$ after $n$ collisions, so the sum is the mean displacement during $N$ flights. The last term is the part still to come. If it dies out, averaging over histories solves the Boltzmann equation.

A constant vector added to every $\boldsymbol\Lambda_i$ leaves the differences unchanged, so the equation alone does not fix it. I assume inversion symmetry, under which opposite states have opposite velocities and equal rates. The histories then give the odd solution, $\boldsymbol\Lambda_{-i}=-\boldsymbol\Lambda_i$. The constant carries no current in any case, because the velocities sum to zero.

## The isotropic medium

Let the mean flight length $\lambda$ be the same for all directions, and let the scattering probability depend only on the angle $\theta$ between old and new direction. For a unit vector $\hat{\mathbf u}_n$ and two unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to it and to each other,

$$\hat{\mathbf u}_{n+1}=\cos\theta\,\hat{\mathbf u}_n+\sin\theta(\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2).$$

The azimuth $\varphi$ is uniform, so the perpendicular parts average to zero. What remains is $g\,\hat{\mathbf u}_n$, with $g=\langle\cos\theta\rangle$. Repeating this average from collision to collision gives $\langle\hat{\mathbf u}_n\rangle=g^n\hat{\mathbf u}_0$. The mean displacement after $N$ flights is therefore

$$\langle\mathbf R_N\rangle=\lambda\hat{\mathbf u}_0\sum_{n=0}^{N-1}g^n=\lambda\,\frac{1-g^N}{1-g}\,\hat{\mathbf u}_0,$$

and for $|g|<1$ it tends to

$$\boldsymbol\Lambda=L\,\hat{\mathbf u}_0,\qquad L=\frac{\lambda}{1-g}.$$

Here $\lambda$ counts every collision, however small its deflection, and the first flight is included. Beyond $\lambda$, the mean depends on the angular law through $g$ alone.

For $g=0$ one flight is all that counts. For small deflections $1-\cos\theta\approx\theta^2/2$, so $L\approx2\lambda/\langle\theta^2\rangle$, which can greatly exceed $\lambda$. For negative $g$ the electron tends to retrace its path and $L<\lambda$.

The two end points behave differently. At $g=1$ the direction is never lost and $L$ diverges. At $g=-1$ every collision reverses the motion: the truncated mean alternates between $\lambda$ and $0$, while the balance equation $L=\lambda-L$ gives $\lambda/2$. The Boltzmann equation has a solution there, but histories stopped after a fixed number of flights do not converge to it.

## The algorithm

For a chosen initial state:

1. Set $\mathbf R=0$.
2. Draw an exponentially distributed flight time of mean $\tau_i$ and add velocity times time to $\mathbf R$.
3. Draw the next state $j$ with probability $P_{ij}$. In an isotropic medium, draw $\cos\theta$ from its law and $\varphi$ uniformly.
4. Repeat until $N$ flights have been made.
5. Average $\mathbf R$ over many independent histories. The standard error of each component is its standard deviation divided by the square root of the number of histories.

In the isotropic medium the relative truncation error is $g^N$. For $g=0$ one flight is enough. Otherwise, to keep the size of the error within a tolerance $\delta<1$, take

$$N\ge\frac{\ln\delta}{\ln|g|}.$$

The condition $N\ln|g|\le\ln\delta$ is divided by $\ln|g|$, which is negative, and this reverses the inequality.

## Why histories should not be too long

Late flights add almost nothing to the mean, but they add noise. Let $\mu_n=\hat{\mathbf u}_n\cdot\hat{\mathbf u}_0$, and let $R=\sum_n\ell_n\mu_n$ be the displacement along the start. The lengths $\ell_n$ are independent and exponential, so $\langle\ell^2\rangle=2\lambda^2$, while two different flights give $\langle\ell_m\ell_n\rangle=\lambda^2$.

We need $q_n=\langle\mu_n^2\rangle$. One collision gives $\mu'=c\mu+\sqrt{1-c^2}\sqrt{1-\mu^2}\cos\varphi$, with $c=\cos\theta$. The azimuthal average of its square is

$$\overline{\mu'^2}=c^2\mu^2+\tfrac12(1-c^2)(1-\mu^2).$$

With $P_2(x)=(3x^2-1)/2$, this rearranges to $\overline{P_2(\mu')}=P_2(c)P_2(\mu)$. Let $g_2=\langle P_2(\cos\theta)\rangle$. Since $P_2(\mu_0)=1$, it follows that $\langle P_2(\mu_n)\rangle=g_2^n$ and

$$q_n=\frac{1+2g_2^n}{3}.$$

For $m<n$, averaging the later collisions first gives $\langle\mu_m\mu_n\rangle=g^{n-m}q_m$. Therefore

$$\operatorname{Var}R=2\lambda^2\sum_{n=0}^{N-1}q_n+2\lambda^2\sum_{m<n}g^{n-m}q_m-\lambda^2\left(\frac{1-g^N}{1-g}\right)^2 .$$

Late in a history, for $|g_2|<1$, $q_n\to1/3$ and the last term is constant. One more flight then adds

$$\frac{2\lambda^2}{3}\left(1+\sum_{k=1}^{\infty}g^k\right)=\frac{2\lambda^2}{3(1-g)}=\frac{2\lambda L}{3}.$$

This is diffusion: the mean has settled while the spread keeps growing.

In an unbounded medium, part of the noise can be removed at no cost to the mean. Use the mean length $\lambda$ for every flight instead of a random one. The factor 2 in the first sum becomes 1, because $\langle\ell^2\rangle$ is now $\lambda^2$, and the other terms stay as they are. Near a surface the lengths must remain random, because the chance of reaching the surface depends on their whole distribution.

## An example in the regime of cobalt

Take $\lambda=7$ nm, a spherical Fermi surface with $k_F=13.6\ \mathrm{nm^{-1}}$, and a screening wavenumber $q_s=19\ \mathrm{nm^{-1}}$. These are round model parameters, not a computed band structure.

A weak screened static scatterer has a rate proportional to $1/(q^2+q_s^2)^2$, where $q^2=2k_F^2(1-\mu)$ and $\mu=\cos\theta$. Acoustic phonons can give the same law for small deflections. Their squared coupling varies as $q^2/[\omega(q^2+q_s^2)^2]$ and their classical occupation as $1/\omega$; with $\omega\propto q$ the extra powers cancel. This argument needs a linear dispersion, which fails well before the zone boundary, and it covers only normal processes, whose wavevectors lie inside the first Brillouin zone. In cobalt the boundary lies between about 8 and 18 nm⁻¹, depending on direction, while the model law continues to $2k_F=27.2\ \mathrm{nm^{-1}}$. For randomly oriented deflections, about half of the model's collisions lie outside the zone, the first of them at about 33°. Weighted by $1-\mu$, which is what sets the resistivity, their share is about 82%. Phonons can cause these only by umklapp, with a different coupling, so beyond small angles the law is an assumption of the model. The law is

$$p(\mu)\propto\frac1{(a-\mu)^2},\qquad a=1+\frac{q_s^2}{2k_F^2}=1+\frac{361}{369.9}=1.976 .$$

Its normalization integral is $\int_{-1}^1d\mu/(a-\mu)^2=2/(a^2-1)$. Writing $\mu=a-(a-\mu)$ in the numerator gives

$$g=a-\frac{a^2-1}{2}\ln\frac{a+1}{a-1}=1.976-1.619=0.357 .$$

To draw $\mu$, set the cumulative probability equal to a uniform random number $r$ between 0 and 1. The integral of $1/(a-\mu)^2$ is $1/(a-\mu)$, so

$$\frac1{a-\mu}=\frac1{a+1}+r\left(\frac1{a-1}-\frac1{a+1}\right),$$

which is solved at once for $\mu$.

The predicted transport length is $L=7/(1-0.3569)=10.9$ nm. For $\delta=10^{-4}$, nine flights suffice, with $g^9=9.4\times10^{-5}$. A run of 400 000 histories gave these means along the initial direction:

| Flights | Histories (nm) | Formula (nm) |
|---|---|---|
| 1 | 6.983 ± 0.011 | 7.000 |
| 2 | 9.489 ± 0.014 | 9.498 |
| 3 | 10.383 ± 0.018 | 10.390 |
| 5 | 10.848 ± 0.024 | 10.822 |
| 9 | 10.894 ± 0.033 | 10.884 |

The uncertainties are one standard error. At nine flights the truncation error is $9.4\times10^{-5}\times10.9\approx0.001$ nm, far below the statistical error of 0.033 nm. More histories would improve this result; longer ones would not.

The sampled variance was 425.2 nm², against 425.4 nm² from the formula. Mean flight lengths reduced it to 241.7 nm², against a predicted 241.4 nm². With random lengths, each further late flight would add $2\times7\times10.885/3=50.8$ nm².

That only $g$ matters for this mean was tested with a very different law: with probability $|g|$ the electron goes straight on (or straight back if $g<0$), and otherwise it scatters isotropically. With the same $g=0.357$ it gave $10.83\pm0.06$ nm. With $g=-0.5$ it gave $4.73\pm0.05$ nm, against 4.67, and with $g=0.8$ it gave $35.0\pm0.2$ nm, against 35.0.

## From length to resistivity

The current density is $-e$ times the sum of $\mathbf v f$ over all states, per unit volume. Inserting the distribution above gives, for a spherical surface with density of states $D$ (both spins) and speed $v_F$,

$$\sigma=e^2D\,v_FL\,\langle\hat u_x^2\rangle=\frac{e^2Dv_FL}{3},\qquad D=\frac{k_F^2}{\pi^2\hbar v_F}.$$

The speed cancels:

$$\rho=\frac1\sigma=\frac{3\pi^2\hbar}{e^2k_F^2L}=6.04\ \mu\Omega\,\mathrm{cm}.$$

Using $\lambda$ in place of $L$ would raise this by the factor $1/(1-g)=1.55$.

## When directions are not equivalent

The formula $\lambda/(1-g)$ belongs to the isotropic medium; the histories do not need that restriction. Consider states labelled by equally weighted directions $\mathbf n$ on a sphere, with velocities proportional to $(n_x,n_y,1.3\,n_z)$ and rates proportional to

$$\frac{h(\mathbf n)h(\mathbf n')}{(a-\mathbf n\cdot\mathbf n')^2},\qquad h=1+0.5\,n_z^2 .$$

The velocity scale is such that $(n_x,n_y,1.3\,n_z)$ times 7 nm is the distance covered in the inverse of the mean scattering rate. The start is $\mathbf n=(0.633,0.083,0.770)$.

Histories gave $\boldsymbol\Lambda=(6.28,0.85,10.25)$ nm, with standard errors of 0.05 to 0.06 nm. Direct solution of the linear equations on the same grid of directions gave $(6.33,0.83,10.25)$ nm. The vector is tilted by 0.6° from the velocity.

A tempting shortcut is to use the isotropic formula state by state, with the local flight length and the local mean cosine between velocities. It gives $(6.42,0.85,10.16)$ nm, an error of 1.1% relative to the length of the direct solution. Here almost all of this error is the tilt: the shortcut must point along the velocity, whereas the true vector remembers where the later flights go. The shortcut can also miss the length, because a mean cosine ignores the change of speed between states. With constant $h$ there is no tilt, yet the error for this start is 1.9%.

With constant $h$, each $\boldsymbol\Lambda$ would be proportional to $\mathbf v$, since $\mathbf v$ is linear in $\mathbf n$. The conductivity along the axis would then exceed that in the plane by $1.3^2=1.69$. The stronger scattering near the axis lowers the ratio to 1.53. Refining the grid from 8 to 12 polar points changed it by $2\times10^{-7}$.

## A thin film

Histories also handle surfaces. Suppose that both faces of a film scatter diffusely. An electron leaving a face has no preferred in-plane direction, so its later in-plane displacement averages to zero and the history may end there. Averaging over starting depths and directions, the ratio of film to bulk conductivity is $3\langle\hat u_xX\rangle/L$, where $X$ is the in-plane displacement along the field.

For isotropic scattering with mean flight $L$, only the first flight counts. If the face lies a distance $s$ ahead, the mean length of that flight is $L(1-e^{-s/L})$. Let $c$ be the cosine between the flight and the film normal, $d$ the thickness and $\kappa=d/L$. The azimuthal average of $\hat u_x^2$ is $(1-c^2)/2$. The average of $e^{-s/L}$ over depth is $(c/\kappa)(1-e^{-\kappa/c})$. Hence

$$\frac{\sigma_{\rm film}}{\sigma}=1-\frac{3}{2\kappa}\int_0^1c(1-c^2)\left(1-e^{-\kappa/c}\right)dc ,$$

which is the Fuchs formula for diffuse surfaces. For $d=20$ nm, $\kappa=1.84$ and the ratio is 0.805. Histories with isotropic scattering gave $0.805\pm0.002$.

With the screened law, at the same $L$ and thickness, they gave $0.814\pm0.002$. The difference of 0.009 from the formula value is about four standard errors. At this thickness the Fuchs formula is about 1% too low. The size and sign depend on the thickness: for the same law the formula is about 1% too high at 5 nm and about 4% too high at 2 nm. Equal bulk resistivity therefore does not guarantee equal film resistivity: the film ratio depends on the angular law beyond its mean cosine $g$. Several flights per history are not enough to cause a difference. If the electron goes straight on with probability $g$ and otherwise scatters isotropically, the straight passages change nothing. The distance between real deflections then has mean $\lambda/(1-g)=L$, and the Fuchs formula holds exactly.

## The model beside real cobalt

Bulk hcp cobalt has a room-temperature resistivity of roughly 6 µΩ cm and a mean free path of the order of 10 nm. The model lies in this regime because its parameters were chosen there, so the agreement is no prediction. Narrow lines break the assumption of an unbounded medium: in the 20 nm model film, diffuse faces alone raise the resistivity by a factor of 1.23. Side walls and grain boundaries would add to this and are not included. Cobalt is also uniaxial and has several bands; the anisotropy ratio of 1.53 shows the effect of assumed parameters, not a property of the metal.

Cobalt is ferromagnetic as well. If two spin channels with equal Fermi surfaces had mean free paths in an assumed ratio of 3, the same total conductivity would require 16.3 and 5.4 nm. The value of 10.9 nm would then be an average that describes neither channel.

Several other approximations can be sized at 300 K, where $k_BT=25.9$ meV. For a phonon of energy $\hbar\omega=xk_BT$, with occupation $n$, absorption has the thermal weight $n\int f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]\,d\varepsilon=\hbar\omega\,n(n+1)$, and emission has the same weight by detailed balance. The classical, elastic weight is $k_BT/x$, so the scattering is $x^2n(n+1)$ times its classical value. This factor is 0.895 at 30 meV and 0.853 at 36 meV, so the classical law overstates the scattering by phonons of these energies by 12% and 17%. At a current density of 1 MA/cm², the field supplies 0.007 meV over the length $L$, which is small beside $k_BT$. The free-electron Fermi energy for this $k_F$ is 7.05 eV, so thermal smearing is also small in the model, with $k_BT/E_F=0.004$. This estimate does not cover cobalt's narrow d bands, whose density of states can change over much smaller energies. Finally, $k_F\lambda=95$, so a mean flight spans about 15 wavelengths. The picture of separate flights and collisions requires flights much longer than the wavelength.

## Numbers as computed

```
mean flight lam = 7.0 nm
k_F = 13.6 1/nm, screening q_s = 19.0 1/nm
law parameter a = 1.9759
mean cosine g = 0.3569, second moment g2 = 0.1156
L = lam/(1-g) = 10.885 nm
truncation tolerance = 1e-04, flights N = 9
relative truncation error g^N = 9.40e-05
histories = 400000
after 1 flights: 6.983 +- 0.011 nm, formula 7.000 nm
after 2 flights: 9.489 +- 0.014 nm, formula 9.498 nm
after 3 flights: 10.383 +- 0.018 nm, formula 10.390 nm
after 5 flights: 10.848 +- 0.024 nm, formula 10.822 nm
after 9 flights: 10.894 +- 0.033 nm, formula 10.884 nm
start direction = [0.3333 0.6667 0.6667]
sampled vector (nm) = [3.632 7.282 7.244]
its standard errors (nm) = [0.031 0.031 0.031]
formula vector (nm) = [3.628 7.257 7.257]
mean-length flights: 10.918 +- 0.025 nm
variance, random lengths: 425.2 nm^2, formula 425.4
variance, mean lengths: 241.7 nm^2, formula 241.4
late variance growth 2*lam*L/3 = 50.80 nm^2 per flight
two-outcome law g=0.357, N=9: 10.832 +- 0.056 nm, formula 10.885
two-outcome law g=-0.500, N=14: 4.732 +- 0.050 nm, formula 4.667
two-outcome law g=0.800, N=42: 35.026 +- 0.210 nm, formula 35.000
direct solution, largest deviation from L*u = 8.2e-12 nm
resistivity = 6.04 uOhm cm
anisotropic model: velocity ratio 1.3, rate variation 0.5
start state direction = [0.6327 0.0833 0.7699]
histories (nm) = [ 6.276  0.853 10.253]
standard errors (nm) = [0.051 0.051 0.063]
direct solution (nm) = [ 6.332  0.834 10.253]
local guess (nm) = [ 6.422  0.845 10.158]
relative error of local guess = 1.08 %
angle between Lambda and velocity = 0.60 degrees
conductivity ratio axis/plane = 1.5277
its shift, 8 to 12 polar points = -2.0e-07
film thickness = 20 nm, thickness/L = 1.837
film/bulk conductivity, Fuchs with L = 0.8050
histories, isotropic law = 0.8048 +- 0.0024
histories, screened law = 0.8140 +- 0.0021
film/bulk resistivity, screened law = 1.229
spin channels at assumed ratio 3: 16.33 and 5.44 nm
temperature = 300 K, kT = 25.85 meV
phonon factor at 30 meV = 0.895
free-electron E_F = 7.05 eV, kT/E_F = 0.0037
energy gain over L at 1 MA/cm2 = 0.0066 meV
k_F*L = 148
```
